# Where the RPA plasmon meets the particle-hole continuum in aluminium and sodium

## Question

I am trying to find the critical wavevector $q_c$ at which the plasmon of a simple metal enters the particle-hole continuum. The metals are aluminium and sodium, treated as uniform electron gases with $r_s=2.07$ and $r_s=3.93$, and the plasmon is to be taken from the random-phase approximation (RPA).

The quick estimate is $q_c\approx\omega_p/v_F$, which gives $1.19$ Å$^{-1}$ for aluminium and $0.86$ Å$^{-1}$ for sodium. I then tried to improve it and got lost. The upper edge of the continuum is $qv_F+\hbar q^2/2m$, not $qv_F$. If I intersect this edge with a flat plasmon at $\omega_p$, the aluminium result drops from $0.68\,k_F$ to $0.53\,k_F$. If I also let the plasmon rise quadratically with $q$, it goes back up to $0.65\,k_F$. Each correction is large, and I don't know whether the next one will be too.

Is there a way to get the RPA answer without expanding in $q$? And is $\omega_p/v_F$ a good estimate or not?

## Answer

There is. On the edge of the continuum the Lindhard function reduces to a single logarithm in one variable, so $q_c$ follows from one transcendental equation without computing the plasmon curve. It gives $q_c=1.29$ Å$^{-1}$ for aluminium and $0.867$ Å$^{-1}$ for sodium. Relative to these values your quick estimate is 8% too low for aluminium and less than 1% too low for sodium. The second agreement comes from two errors that nearly cancel.

### Units and the dielectric function

I assume zero temperature, no spin polarisation and the bare Coulomb interaction. Wavevectors are measured in $k_F$ and energies in $\hbar^2k_F^2/m$, so that $v_F=1$. Write

$$x=\frac{q}{k_F},\qquad W=\frac{\hbar\omega}{\hbar^2k_F^2/m},\qquad k=k_Fa_0=\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s}.$$

The last relation follows from equating $n=k_F^3/3\pi^2$ with $n=3/(4\pi r_s^3a_0^3)$.

The RPA dielectric function is $\varepsilon=1-v_q\chi_0$, with $v_q=e^2/(\varepsilon_0q^2)$ and

$$\chi_0=\frac2V\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\hbar\omega-(E_{\mathbf k+\mathbf q}-E_{\mathbf k})+i0^+}.$$

Here $f$ is the occupation, 0 or 1, and the factor 2 counts spin. Split the numerator as

$$f_{\mathbf k}-f_{\mathbf k+\mathbf q}=f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})-f_{\mathbf k+\mathbf q}(1-f_{\mathbf k}).$$

In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. This exchanges the two occupations and reverses the sign of the energy difference. Both terms then run over the same Pauli-allowed pairs, with an occupied initial state and an empty final state. Let $\Delta>0$ be the pair energy in our units. Away from the continuum the $i0^+$ can be dropped, and the sum contains

$$\frac1{W-\Delta}-\frac1{W+\Delta}=\frac{2\Delta}{W^2-\Delta^2}.$$

For the prefactor, let $\mathbf p=\mathbf k/k_F$. Then $\frac2V\sum_{\mathbf k}\to\frac{k_F^3}{4\pi^3}\int d^3p$, and dividing by the energy unit gives $\chi_0=\frac{mk_F}{4\pi^3\hbar^2}I$. With $e^2/\varepsilon_0=4\pi\hbar^2/(ma_0)$,

$$\varepsilon(x,W)=1-\frac{I}{\pi^2kx^2},\qquad I=\int_{\rm allowed}d^3p\,\frac{2\Delta}{W^2-\Delta^2}.\tag{1}$$

### When an undamped plasmon exists

If $t$ is the component of $\mathbf p$ along $\mathbf q$, then

$$\Delta=\tfrac12|\mathbf p+\mathbf x|^2-\tfrac12p^2=xt+\tfrac12x^2 .$$

An occupied state has $t\le1$, so the largest pair energy is

$$W_+=x+\tfrac12x^2 ,$$

which is your edge $qv_F+\hbar q^2/2m$. Above it every denominator in (1) is positive, $\varepsilon$ is real, and

$$\frac{\partial\varepsilon}{\partial W}=\frac1{\pi^2kx^2}\int_{\rm allowed}d^3p\,\frac{4W\Delta}{(W^2-\Delta^2)^2}>0 .$$

At fixed $x$, therefore, $\varepsilon$ rises steadily from its edge value towards 1 as $W\to\infty$. It passes through zero above the edge if and only if

$$\varepsilon(x,W_+)<0 .$$

That zero is the undamped plasmon. The critical wavevector is where the edge value itself vanishes, so we need $\varepsilon$ on the edge and nowhere else.

### The dielectric function on the edge

First remove the restriction to empty final states. For a pair of two occupied states, the substitution $\mathbf k\to-\mathbf k-\mathbf q$ gives another such pair with $\Delta\to-\Delta$. The combination $1/(W-\Delta)-1/(W+\Delta)$ is odd in $\Delta$, so these extra terms sum to zero and may be included. The integral then covers the whole Fermi sphere, which we cut into discs of area $\pi(1-t^2)$:

$$I=\pi\int_{-1}^{1}dt\,(1-t^2)\left[\frac1{W-\Delta}-\frac1{W+\Delta}\right].$$

At $W=W_+$ the denominators are

$$W_+-\Delta=x(1-t),\qquad W_++\Delta=x(1+x+t).$$

The first cancels a factor of the disc area:

$$\int_{-1}^{1}\frac{1-t^2}{1-t}\,dt=\int_{-1}^{1}(1+t)\,dt=2 .$$

For the second put $a=1+x$ and use $1-t^2=(a+t)(a-t)+1-a^2$:

$$\int_{-1}^{1}\frac{1-t^2}{a+t}\,dt=2a+(1-a^2)\ln\frac{a+1}{a-1}.\tag{2}$$

Now $a^2-1=x(2+x)$ and $(a+1)/(a-1)=1+2/x$. Therefore

$$I=\frac{\pi}{x}\left[2-2(1+x)+x(2+x)\ln\left(1+\frac2x\right)\right]=2\pi B(x),$$

$$B(x)=\left(1+\frac x2\right)\ln\left(1+\frac2x\right)-1 .$$

Inserting this in (1) gives

$$\varepsilon(x,W_+)=1-\frac{2B(x)}{\pi kx^2},$$

and the critical wavevector $x_c=q_c/k_F$ satisfies

$$\boxed{\left(1+\frac{x_c}2\right)\ln\left(1+\frac2{x_c}\right)-1=\frac{\pi}{2}\,k\,x_c^2}\tag{3}$$

There is one root for each density. Indeed

$$B'(x)=\frac12\ln\left(1+\frac2x\right)-\frac1x<0,$$

because $\ln(1+y)<y$ for $y>0$. The left side of (3) falls from infinity at $x\to0$ to zero at $x\to\infty$ (where $B\approx1/x$), while the right side rises from zero. For $x<x_c$ the left side is larger, the edge value of $\varepsilon$ is negative, and the plasmon exists. For $x>x_c$ it does not.

### Numbers for the two metals

The values $r_s=2.07$ and $3.93$ are taken as model inputs, as set in the question. They represent the mean valence densities ($r_s$ about 2.1 and 3.9) for three electrons per atom in aluminium and one in sodium. The sodium value corresponds to the low-temperature lattice; at room temperature $r_s$ is close to $4.0$, which lowers $q_c$ by about 1%.

**Aluminium**, $k=0.927$. Try two values of $x$ in (3):

- $x=0.7$: left side $0.822$, right side $0.714$, difference $+0.108$.
- $x=0.8$: left side $0.754$, right side $0.932$, difference $-0.178$.

Linear interpolation gives $x\approx0.7+0.1\times0.108/0.286=0.738$. The numerical root is $x_c=0.739$, so

$$q_c=\frac{x_ck}{a_0}=\frac{0.739\times0.927}{0.5292\ \text{Å}}=1.29\ \text{Å}^{-1}\quad(0.685\ \text{bohr}^{-1}).$$

**Sodium**, $k=0.488$:

- $x=0.9$: left side $0.697$, right side $0.621$, difference $+0.076$.
- $x=1.0$: left side $0.648$, right side $0.767$, difference $-0.119$.

Interpolation gives $x\approx0.939$, in agreement with the numerical root $0.9392$. With $k=0.4883$,

$$q_c=\frac{0.9392\times0.4883}{0.5292\ \text{Å}}=0.867\ \text{Å}^{-1}\quad(0.459\ \text{bohr}^{-1}).$$

The plasmon energy at the crossing is the edge energy $x_c+x_c^2/2$ times $\hbar^2k_F^2/m=k^2\times27.21$ eV. This gives 23.7 eV for aluminium and 8.96 eV for sodium, against 15.8 eV and 6.05 eV at $q=0$. The plasmon has risen by almost half of its initial energy, so a flat plasmon is a poor picture at $q_c$.

### Why your successive corrections disagreed

In our units the plasma energy at $q=0$ is $s=m\omega_p/(\hbar k_F^2)=\omega_p/(v_Fk_F)$. With $\omega_p^2=ne^2/(\varepsilon_0m)$ and $n=k_F^3/3\pi^2$,

$$s^2=\frac{m\,n}{\hbar^2k_F^4}\,\frac{e^2}{\varepsilon_0}=\frac{m}{\hbar^2k_F^4}\,\frac{k_F^3}{3\pi^2}\,\frac{4\pi\hbar^2}{ma_0}=\frac{4}{3\pi k}.$$

The same number $s$ is thus the quick estimate of $x_c$. It is the intersection of the flat line $W=s$ with the linear edge $W=x$.

*Recoil.* Keeping $x^2/2$ in the edge gives $x+x^2/2=s$, or $x=\sqrt{1+2s}-1$. The edge is now higher, so the crossing moves to smaller $x$.

*Dispersion.* For small $x$, expand the integrand of the full-sphere integral as $2\Delta/W^2+2\Delta^3/W^4+\dots$. Averages over the Fermi sphere are $\langle t\rangle=\langle t^3\rangle=0$ and $\langle t^2\rangle=1/5$, so

$$\langle\Delta\rangle=\frac{x^2}2,\qquad \langle\Delta^3\rangle=3x^2\langle t^2\rangle\frac{x^2}2+O(x^6)=\frac{3x^4}{10}+O(x^6).$$

Multiplying by the sphere's volume $4\pi/3$ and inserting in (1),

$$\varepsilon\approx1-\frac{s^2}{W^2}\left(1+\frac{3x^2}{5W^2}\right).$$

Setting this to zero gives $W^2\approx s^2+\frac35x^2$, hence $W\approx s+3x^2/(10s)$ for $x\ll s$. Equating this with the full edge,

$$\left(\frac12-\frac3{10s}\right)x^2+x-s=0\quad\Rightarrow\quad x=\frac{2s}{1+\sqrt{2s-1/5}} .$$

This is the root that stays finite when the coefficient of $x^2$ vanishes. The sequence of results for $q_c/k_F$ is:

| Plasmon and edge | Al | Na |
|---|---:|---:|
| flat, linear edge | 0.677 | 0.932 |
| flat, full edge | 0.534 | 0.692 |
| quadratic, full edge | 0.652 | 0.814 |
| full RPA | 0.739 | 0.939 |

The last two rows use the same edge, so their difference is due to plasmon dispersion beyond the $x^2$ term. That term was derived for $x\ll s$, but the crossing lies at $x$ comparable with $s$. The remaining shift is large and is spread over many orders: keeping the $x^4$ term of $W$ moves the crossing only to $0.683$ for aluminium and $0.867$ for sodium, and keeping terms through $x^{12}$ gives $0.727$ and $0.924$. It is better not to expand.

### When $\omega_p/v_F$ is a good estimate

Replace $\pi k$ by $4/(3s^2)$ in (3). The ratio of the RPA result to the estimate obeys

$$\left(\frac{x_c}{s}\right)^2=\frac32B(x_c).$$

The two agree when $B(s)=2/3$, that is, when

$$\left(1+\frac s2\right)\ln\left(1+\frac2s\right)=\frac53,$$

whose solution is $s=0.960$, or $r_s=4.16$. Since $s$ grows with $r_s$ and $B$ decreases, a smaller $r_s$ makes $B(s)>2/3$. The left side of (3) then still exceeds the right side at $x=s$, so the root lies above $s$ and the estimate is too low. At larger $r_s$ it is too high. For example, $q_c/(\omega_p/v_F)$ is $1.19$ at $r_s=1$ and $0.954$ at $r_s=6$.

Sodium lies close to the density where recoil and dispersion cancel, and aluminium lies further away. The success for sodium does not mean that the neglected effects are small there: the table shows that recoil alone shifts the crossing from $0.932$ to $0.692$.

Nor does the estimate become correct at high density within the RPA. As $r_s\to0$, $k\to\infty$ and (3) forces $x_c\to0$. Then $B(x_c)\approx\ln(2/x_c)-1$ grows without limit, and so, slowly, does $x_c/s$. The recoil shift of the crossing with a flat plasmon becomes negligible in this limit, since $\sqrt{1+2s}-1=s(1-s/2+\dots)$ and $s\to0$, so the growth of $x_c/s$ is due to dispersion. Recoil still enters (3) itself: the logarithm in $B$ is cut off by $a-1=x$, which comes from the terms $x^2/2$ in $\Delta$ and $W_+$.

### What happens at the crossing

If you plot the plasmon curve and try to read off $q_c$, you will find that the two curves merge rather than cross at an angle. To see why, put $W=W_++x\eta$ with small $\eta>0$. The first denominator becomes $x(1+\eta-t)$. By (2), with $t\to-t$ and $a\to1+\eta$, its integral is

$$2(1+\eta)-\eta(2+\eta)\ln\frac{2+\eta}{\eta}=2-2\eta\ln\frac2\eta+O(\eta).$$

The other integral changes only by $O(\eta)$. Thus $I$ falls by $(2\pi/x)\,\eta\ln(2/\eta)$ to leading order, and

$$\varepsilon(x,W_++x\eta)\approx\varepsilon(x,W_+)+\frac{2}{\pi kx^3}\,\eta\ln\frac2\eta .$$

Just below $x_c$ the edge value is negative and proportional to $x_c-x$. The plasmon condition is therefore $\eta\ln(2/\eta)\propto x_c-x$, and its height above the edge, $x\eta$, vanishes faster than $x_c-x$. The curves are tangent. For aluminium, height divided by $x_c-x$ is $0.52$, $0.29$ and $0.19$ at $x/x_c=0.9$, $0.99$ and $0.999$. The decrease is slow, as the logarithm implies.

The same logarithm controls the loss function $-\operatorname{Im}(1/\varepsilon)$. Near an undamped zero at $W_{\rm pl}$, $\varepsilon\approx(\partial\varepsilon/\partial W)(W-W_{\rm pl})+i0^+$, so the loss function contains

$$\frac{\pi}{\partial\varepsilon/\partial W}\,\delta(W-W_{\rm pl}).$$

The slope $\partial\varepsilon/\partial W$ grows as $\ln(2/\eta)$ when the plasmon approaches the edge, so the weight of the sharp line goes to zero at $q_c$. Beyond $q_c$ no sharp line remains above the continuum. A damped peak persists inside it, where the collective motion decays into single pairs. Its width grows continuously from zero at $q_c$ and increases quickly with $q$: for aluminium the full width at half maximum is about $0.06$, $1.8$ and $11$ eV at $x/x_c=1.01$, $1.1$ and $1.3$. Equation (3) marks the end of the undamped mode and does not say where such a peak disappears.

These values of $q_c$ belong to the RPA electron gas. In a real metal, band structure, core polarisation and exchange-correlation corrections can shift the plasmon, and interband transitions or the excitation of several pairs can damp it even below $q_c$. The third digit is useful for comparing formulas within the model, not as a prediction for a measured spectrum.

The numerical check checks the edge formula and the roots against direct numerical integration over the allowed pairs.

## Numbers as computed

```
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
Al: r_s (input) = 2.07
Al: k = kF*a0 = 0.9271
Al: estimate s = omega_p/(vF kF) = 0.6766
Al: x = 0.7: left side 0.8224, right side 0.7136
Al: x = 0.8: left side 0.7539, right side 0.9321
Al: x_c = q_c/kF = 0.7386
Al: flat plasmon, full edge: x = 0.5340
Al: quadratic plasmon, full edge: x = 0.6525
Al: q_c = 1.2940 1/angstrom
Al: q_c = 0.6848 1/bohr
Al: omega_p/vF = 1.1854 1/angstrom
Al: error of estimate = -8.39 percent
Al: plasmon energy at q=0 = 15.825 eV
Al: plasmon energy at q_c = 23.655 eV
Na: r_s (input) = 3.93
Na: k = kF*a0 = 0.4883
Na: estimate s = omega_p/(vF kF) = 0.9323
Na: x = 0.9: left side 0.6966, right side 0.6213
Na: x = 1.0: left side 0.6479, right side 0.7671
Na: x_c = q_c/kF = 0.9392
Na: flat plasmon, full edge: x = 0.6925
Na: quadratic plasmon, full edge: x = 0.8141
Na: q_c = 0.8667 1/angstrom
Na: q_c = 0.4586 1/bohr
Na: omega_p/vF = 0.8603 1/angstrom
Na: error of estimate = -0.74 percent
Na: plasmon energy at q=0 = 6.050 eV
Na: plasmon energy at q_c = 8.956 eV
Estimate exact at s = 0.9596, r_s = 4.164
r_s = 1: q_c/(omega_p/vF) = 1.1908
r_s = 6: q_c/(omega_p/vF) = 0.9538
Al: x/x_c = 0.900: (W-edge) = 3.834e-02, (W-edge)/(x_c-x) = 0.5192
Al: x/x_c = 0.990: (W-edge) = 2.135e-03, (W-edge)/(x_c-x) = 0.2891
Al: x/x_c = 0.999: (W-edge) = 1.440e-04, (W-edge)/(x_c-x) = 0.1949
```
